# Bond Indices and Synchronicity in the Elimination of Ethylene from Ethylalane

## What the form of the index must be

In the reaction $\mathrm{H_2AlCH_2CH_3\rightarrow AlH_3+C_2H_4}$ four bonds change. The Al–C$_\alpha$ and C$_\beta$–H bonds break, an Al–H bond forms, and the C$_\alpha$–C$_\beta$ bond becomes double. Let $B_i$ be a dimensionless index of bond $i$, with superscripts R, T and P for reactant, saddle and product. A measure of how far bond $i$ has changed at the saddle should not depend on the zero or the scale of the index, so it must be unaltered by $B_i\to aB_i+b$ with $a\neq0$. Differences remove $b$ and a ratio removes $a$. Requiring 0 at the reactant and 1 at the product, with linear dependence on $B_i^T$, gives

$$\delta_i=\frac{B_i^T-B_i^R}{B_i^P-B_i^R}.\tag{1}$$

A measure of unevenness should treat all $n$ bonds alike and should not change when every $\delta_i$ is multiplied by the same positive number. It is then a symmetric function of the ratios $\delta_i/m$, where $m=\frac1n\sum_i\delta_i$. Symmetry does not select one such function. Moyano's choice is the mean absolute deviation, normalized as

$$S_y=1-\frac{1}{(2n-2)m}\sum_{i=1}^n|\delta_i-m|.\tag{2}$$

## Range of the index, and what it cannot decide

Assume $\delta_i\ge0$ and $m>0$. Since $\sum_i(\delta_i-m)=0$, the deviations above and below the mean have equal total size. If $k$ bonds lie above the mean, then

$$\sum_i|\delta_i-m|=2\sum_{\delta_i\le m}(m-\delta_i)\le2(n-k)m\le2(n-1)m.\tag{3}$$

The first inequality uses $\delta_i\ge0$; the second uses $k\ge1$, which holds unless all $\delta_i$ are equal, when the sum is zero. Hence $0\le S_y\le1$. Equal progress gives 1, and one changed bond with the others untouched gives 0.

Two completed bonds out of four have $m=1/2$ and a deviation sum of 2, so $S_y=1-2/(6\times0.5)=1/3$. The lower bound is no longer guaranteed if a bond first moves the wrong way. For $\delta=(1,-0.1,0,0)$ the mean is 0.225, the deviation sum is 1.55, and $S_y=1-1.55/1.35=-0.148$.

The index also depends on the direction in which the reaction is read. Exchanging reactant and product changes $\delta_i$ to $1-\delta_i$. The deviations keep their size but $m$ becomes $1-m$. For $\delta=(1,1,1,0)$ the forward value is $1-1.5/4.5=2/3$, while the reverse value is 0. The two directions agree when $m=1/2$ or when all deviations vanish.

Equation (2) contains three structures. An intermediate elsewhere on the path does not enter it, so $S_y$ cannot establish that a reaction is concerted. That question requires a saddle with one downward direction and a path from it to each side without an intermediate. Synchronicity and concertedness are therefore examined separately.

## The Wiberg index as a covariance

Let $P$ be the spin-summed density matrix in the atomic-orbital basis and $S$ the overlap matrix. In Löwdin's orthogonal basis the density is $P'=S^{1/2}PS^{1/2}$. The Wiberg index between atoms A and B is

$$W_{AB}=\sum_{\mu\in A}\sum_{\nu\in B}|P'_{\mu\nu}|^2.\tag{4}$$

Its meaning follows from the electron-number operators $N_A=\sum_{\mu\in A,\sigma}n_{\mu\sigma}$. For a closed-shell determinant each spin has density matrix $D=P'/2$. For two different orbitals of equal spin, antisymmetry gives

$$\langle n_{\mu\sigma}n_{\nu\sigma}\rangle=D_{\mu\mu}D_{\nu\nu}-|D_{\mu\nu}|^2.\tag{5}$$

For opposite spins the second term is absent. Subtracting $\langle N_A\rangle\langle N_B\rangle$ removes the products of diagonal elements, and the two spins together leave

$$\mathrm{cov}(N_A,N_B)=-2\sum_{\mu\in A,\nu\in B}\frac{|P'_{\mu\nu}|^2}{4}=-\frac12W_{AB}.\tag{6}$$

Thus $W_{AB}=-2\,\mathrm{cov}(N_A,N_B)$: a bond is an anticorrelation between the electron numbers of two atoms. For one pair in $\cos\theta\,\chi_A+\sin\theta\,\chi_B$, the off-diagonal density is $2\sin\theta\cos\theta$ and $W_{AB}=\sin^22\theta$. An evenly shared pair gives 1, and a fully ionic pair gives 0. A change of index can therefore reflect polarity as well as bond breaking.

Equation (6) can be tested without using (4). Let $C$ hold the occupied orbitals in the orthogonal basis, and let $\Lambda(a,b)$ be diagonal, with entries $e^a$ on A, $e^b$ on B and 1 elsewhere. Each spin contributes one determinant, so

$$F(a,b)=\ln\langle e^{aN_A+bN_B}\rangle=2\ln\det(C^T\Lambda C),\qquad \mathrm{cov}(N_A,N_B)=F_{ab}(0,0).\tag{7}$$

In the mixed difference $F(h,h)-F(h,-h)-F(-h,h)+F(-h,-h)$, only terms odd in both arguments survive. Taylor expansion then gives

$$\frac{F(h,h)-F(h,-h)-F(-h,h)+F(-h,-h)}{4h^2}=F_{ab}+\frac{h^2}{6}(F_{aaab}+F_{abbb})+O(h^4).\tag{8}$$

With $h=0.002$ the factor $h^2/6$ is $6.7\times10^{-7}$. The largest mismatch between $W_{AB}$ and $-2\,\mathrm{cov}$ over the four saddle bonds is $7.8\times10^{-7}$, which is the size expected from this truncation if the fourth derivatives are of order one.

## Finding the saddle

The geometries are Hartree–Fock (HF) with the 3-21G basis and density-fitted electron repulsion, for an isolated molecule. Near a trial structure, let $\lambda_k$ be the Hessian eigenvalues, after removal of translation and rotation, and $c_k$ the gradient components along the eigenvectors. The search must climb along one mode and descend along the others.

For the climbing mode, the step $s$ is taken from the eigenvalue problem

$$\begin{pmatrix}\lambda&c\\c&0\end{pmatrix}\begin{pmatrix}s\\1\end{pmatrix}=\mu\begin{pmatrix}s\\1\end{pmatrix}.\tag{9}$$

Its rows are $\lambda s+c=\mu s$ and $cs=\mu$. The first gives $s=c/(\mu-\lambda)$; insertion in the second gives $\mu(\mu-\lambda)=c^2$, whose upper root is

$$\mu=\frac{\lambda+\sqrt{\lambda^2+4c^2}}2.\tag{10}$$

This root lies above $\lambda$, so $s$ has the sign of $c$ and points uphill. As $c\to0$ with $\lambda<0$, $\mu\to0$ and the step becomes Newton's step $-c/\lambda$. The other modes share the lowest root of the corresponding bordered matrix. That root lies below their eigenvalues, so $s_k=-c_k/(\lambda_k-\mu)$ points downhill. Long steps are shortened, and the Hessian is updated from the change of gradient.

The search gives these distances:

| Bond | Reactant / nm | Saddle / nm |
|---|---:|---:|
| Al–C$_\alpha$ | 0.1995 | 0.2154 |
| C$_\alpha$–C$_\beta$ | 0.1562 | 0.1407 |
| C$_\beta$–H | 0.1086 | 0.1740 |
| Al–H | 0.3155 | 0.1719 |

The migrating hydrogen is nearly equidistant from Al and C$_\beta$ at the saddle.

## How well the saddle is established

The largest gradient component at the saddle is $5\times10^{-5}$ hartree/bohr. The updated Hessian has one negative eigenvalue. Because its exact starting Hessian belongs to a structure from which one atom later moved 0.0165 nm, curvatures were also measured at the saddle from energies:

$$\kappa\approx\frac{E(h)+E(-h)-2E(0)}{h^2},\qquad h=0.05\ \text{bohr}.\tag{11}$$

The reaction mode has $\kappa=-0.0477$ hartree/bohr$^2$. The two softest other modes of the updated Hessian have 0.0045 and 0.0104 hartree/bohr$^2$, both positive. These results support a first-order saddle, but they are not a full Hessian at that point. An exact Hessian there also has a single negative eigenvalue, and its softest positive curvature is 0.0038 hartree/bohr$^2$, somewhat below the 0.0045 measured along the approximate mode. The updated Hessian itself gives $-0.0657$ for the reaction mode, 38% larger in magnitude than the direct value, so the direct value is used for the frequency.

A residual gradient $g$ along a mode of curvature $\kappa$ displaces the structure by about $|g/\kappa|$ and changes the energy by about $g^2/(2|\kappa|)$. With 30 Cartesian components, the gradient norm is at most about $\sqrt{30}\times5\times10^{-5}=2.7\times10^{-4}$ hartree/bohr. If all of it lay along the softest measured mode, the displacement would be 0.06 bohr, or 0.003 nm, and the energy error about $2\times10^{-4}$ eV; with the curvature 0.0038 these become 0.07 bohr and $3\times10^{-4}$ eV. The energy is much less sensitive than the geometry because its error is quadratic in $g$.

## Is the reaction concerted?

From the saddle, downhill walks were made in both directions, with steps of at most 0.25 bohr (0.013 nm). They were stopped when the bond lengths matched preset patterns. The ethylalane pattern requires C$_\beta$–H below 0.115 nm, C–C above 0.150 nm and Al–H above 0.20 nm. The ethylene–alane pattern requires C$_\beta$–H above 0.20 nm, C–C below 0.137 nm and Al–H below 0.17 nm.

On the reactant side the walk ends 1.42 eV below the saddle, with C$_\beta$–H at 0.111 nm and C–C at 0.159 nm. On the product side it ends 0.19 eV below, with C$_\beta$–H at 0.201 nm and C–C at 0.135 nm. Neither walk stopped at an intermediate before its target.

This supports a concerted exchange of bonds at this level of theory, with reservations. The walks are discrete, keep the mirror plane of the saddle, and are not intrinsic reaction coordinates. The reactant-side walk therefore heads towards an eclipsed ethylalane, and the rotation from there to the staggered reactant was not followed. Both walks also end on a slope, with largest gradient components of 0.026 and 0.021 hartree/bohr. The product-side walk is short and only just passes its C$_\beta$–H limit. It stops before a bound ethylene–alane complex: an unrelaxed structure with Al about 0.27 nm above the C=C midpoint lies 0.40 eV below the separated pair and 0.88 eV below the saddle in HF/3-21G, without correction for basis-set superposition. The concerted step therefore ends at this complex, and separation into AlH$_3$ and C$_2$H$_4$ is a further step. The reactant-side walk stops with Al–H at 0.203 nm, well short of the 0.316 nm in the optimized reactant, so a shallow minimum on that remaining stretch is not excluded either.

## Progress of the four bonds

The reactant is staggered ethylalane, with the migrating hydrogen gauche to aluminium. The product is the separated pair, so the Al–C$_\alpha$ and C$_\beta$–H indices vanish there.

| Bond | $B^R$ | $B^T$ | $B^P$ | $\delta$ |
|---|---:|---:|---:|---:|
| Al–C$_\alpha$ | 0.9214 | 0.5624 | 0.0000 | 0.390 |
| C$_\alpha$–C$_\beta$ | 1.0580 | 1.4086 | 2.1097 | 0.333 |
| C$_\beta$–H | 0.9642 | 0.3023 | 0.0000 | 0.686 |
| Al–H | 0.0100 | 0.5906 | 0.9681 | 0.606 |

For the breaking Al–C$_\alpha$ bond, numerator and denominator are both negative:

$$\delta=\frac{0.5624-0.9214}{0-0.9214}=\frac{-0.3590}{-0.9214}=0.390.$$

For the C–C bond both are positive: $0.3506/1.0517=0.333$. The mean is $m=0.504$. The absolute deviations, in table order, are 0.1143, 0.1705, 0.1826 and 0.1022, with sum 0.5696. Therefore

$$S_y=1-\frac{0.5696}{6\times0.5038}=0.812.\tag{12}$$

Read backwards, the reaction has mean progress 0.4962 and $S_y=1-0.5696/(6\times0.4962)=0.809$. The two values nearly agree because the saddle lies close to halfway in mean bond progress. It does so although the reaction is endothermic by 1.46 eV in HF/3-21G; mean bond progress and reaction energy measure different things.

The individual values say more than $S_y$. Transfer of hydrogen from carbon to aluminium is about two-thirds complete, while Al–C breaking and double-bond formation are only between one-third and two-fifths complete. The changes are asynchronous in this sense. There is no universal value of $S_y$ that separates synchronous from asynchronous reactions.

## Propagation of errors

Differentiating (1) with respect to its three indices gives $\partial\delta/\partial B^T=1/(B^P-B^R)$ and

$$\frac{\partial\delta}{\partial B^R}=\frac{-(B^P-B^R)+(B^T-B^R)}{(B^P-B^R)^2}=-\frac{1-\delta}{B^P-B^R},\qquad
\frac{\partial\delta}{\partial B^P}=-\frac{\delta}{B^P-B^R}.\tag{13}$$

A bond whose index hardly changes has a small denominator, which can strongly amplify errors in the indices. Such a bond should not be included in $S_y$. Here the smallest denominator has magnitude 0.92, so amplification is slight.

Let $A$ be the sum of the two $\delta_i$ above the mean and $L$ the sum of the two below. Then $m=(A+L)/4$, and the deviation sum is $2(A-2m)=A-L$. Equation (2) becomes

$$S_y=1-\frac{2(A-L)}{3(A+L)}.\tag{14}$$

The quotient rule gives

$$\frac{\partial S_y}{\partial A}=-\frac{4L}{3(A+L)^2},\qquad
\frac{\partial S_y}{\partial L}=\frac{4A}{3(A+L)^2}.\tag{15}$$

If each $\delta_i$ has an error of at most $\varepsilon$, then $A$ and $L$ each have errors of at most $2\varepsilon$. To first order, and while the same bonds stay above the mean,

$$|\Delta S_y|\le\frac{8\varepsilon}{3(A+L)}=1.3\,\varepsilon,\tag{16}$$

since $A+L=4m=2.015$. Density fitting changes the saddle indices by at most $5\times10^{-5}$, hence $S_y$ by less than $10^{-4}$ from this source. The definition of the index matters far more:

| Density and partition | $m$ | $S_y$ |
|---|---:|---:|
| Löwdin, HF/3-21G | 0.504 | 0.812 |
| Mayer, HF/3-21G | 0.487 | 0.863 |
| Natural atomic orbitals, HF/3-21G | 0.496 | 0.833 |
| Löwdin, HF/6-31G(d) | 0.504 | 0.791 |
| Löwdin, MP2/6-31G(d) | 0.507 | 0.796 |

All rows use the same geometries. Mayer's index replaces (4) by $\sum_{\mu\in A,\nu\in B}(PS)_{\mu\nu}(PS)_{\nu\mu}$, without orthogonalization. The MP2 row puts the unrelaxed second-order Møller–Plesset density into (4); the covariance identity (6) does not apply to it, because the state is not a determinant.

The Mayer row provides a check on (15). Its progress values, 0.480, 0.295, 0.635 and 0.539, change $A$ from 1.292 to 1.174 and $L$ from 0.723 to 0.775. The slopes are $-0.237$ and $0.424$, so the predicted change is $(-0.237)(-0.118)+(0.424)(0.052)=0.050$. The actual change is 0.051.

A defensible result is $S_y\approx0.8$, with a spread of 0.07 among these choices. C$_\beta$–H breaking is the most advanced change in every row. The least advanced is C–C in four rows and Al–C$_\alpha$ with natural atomic orbitals, where those two differ by 0.005. The order of the two lagging bonds is thus unresolved, but both lag behind both hydrogen-transfer bonds in every row. All rows take the separated pair as product, and that choice matters as much as the partition. With the unrelaxed ethylene–alane complex as product, the Löwdin values become $m=0.54$ and $S_y=0.87$, and the Mayer value becomes $S_y=0.89$, with Al–C$_\alpha$ and Al–H equally advanced at about 0.55.

The methyl conformation of the reactant matters less. Turning the methyl group rigidly to the eclipsed form costs 0.13 eV but gives $S_y=0.815$. Turning the AlH$_2$ group by $20^\circ$ lowers the energy by 0.0016 eV, so the reactant used here is not the lowest structure in that torsion. A turn of $8^\circ$ lowers it by 0.0003 eV, as expected from a negative curvature, so the structure is a maximum in this torsion. The optimization could not find the lower structure: it began from a mirror-symmetric one, where the energy is even in the twist and its slope vanishes. A rigid turn by $90^\circ$ lowers the energy by 0.010 eV, which is small beside the barrier, and gives $S_y=0.811$; the lower structure itself was not optimized.

## Energies and the precursor setting

At fixed geometries the barrier is 1.94 eV in HF/3-21G, 1.77 eV in HF/6-31G(d), and 1.59 eV (154 kJ/mol) in frozen-core MP2/6-31G(d). The larger basis and correlation lower it by nearly equal amounts. The MP2 value is not converged in the basis: adding p functions on hydrogen raises it by about 0.03 eV, to 1.62 eV. At 500 K, where $k_BT=0.043$ eV, the total reduction of 0.35 eV multiplies a rate with fixed prefactor by $e^{0.35/0.043}$, or about $3\times10^3$. The barrier is therefore far less settled, for predicting rates, than the pattern of bond changes.

Some depositions from aluminium alkyl vapours run at a few hundred kelvin, and 500 K is a round value in that regime. Ethylalane is a small model only for the β-hydride elimination step of alkyls with a hydrogen on the β carbon. Trimethylaluminium has none and cannot react in this way. The imaginary mode, 971 cm$^{-1}$ from the curvature along the approximate direction and 986 cm$^{-1}$ from an exact Hessian, gives $u=hc\tilde\nu/k_BT=2.8$ and a Wigner tunnelling factor $1+u^2/24\approx1.3$. Since $u$ is not small, this is a rough guide.

The assumption of an isolated monomer can have a larger effect, because hydride bridges can occupy the vacant site on aluminium. For $2\,\mathrm{AlH_3\rightarrow Al_2H_6}$ at an assumed dimer geometry, MP2/6-31G(d) gives $-1.43$ eV, without correction for basis-set superposition. If ethylalane associated equally strongly and the dimer dominated at equilibrium, the monomer concentration would vary as the square root of the dimer concentration divided by the association constant. Half the association energy, 0.72 eV, would then add to the apparent barrier, raising it from 1.59 to about 2.3 eV. This estimate concerns hydride bridges. Intact trialkylaluminium molecules have no Al–H bond with which to form them, so it does not carry over to their first elimination, although unbranched ones such as triethylaluminium associate through alkyl bridges instead. That step leaves a dialkylaluminium hydride, which can form such bridges. Zero-point energy, entropy and surface reactions are also omitted, so none of these barriers is a prediction for a reactor. The main computed values are collected in the numerical output.

## Computed results

```
Sy for two completed bonds of four: 0.3333
Sy for progress 1, -0.1, 0, 0: -0.1481
Bond order in all rows: Al-Ca, Ca-Cb, Cb-H, Al-H
Saddle distances: 0.2154 0.1407 0.1740 0.1719 nm
Saddle gradient: 0.00005 hartree/bohr after 5 evaluations
Largest atom shift since exact Hessian: 0.0165 nm
Negative curvatures of updated Hessian: 1
Reaction-mode slope from energies: -0.000042 hartree/bohr
Reaction-mode curvature, energies and updated Hessian: -0.04770 -0.06574 hartree/bohr^2
Two softest other curvatures, energies: 0.00449 0.01043 hartree/bohr^2
Imaginary wavenumber magnitude: 971 cm^-1
Reactant-side walk end distances: 0.1941 0.1587 0.1113 0.2030 nm
  energy from saddle -1.422 eV, gradient 0.0258 hartree/bohr, evaluations 5
Product-side walk end distances: 0.2243 0.1347 0.2010 0.1636 nm
  energy from saddle -0.188 eV, gradient 0.0212 hartree/bohr, evaluations 2
Reactant distances: 0.1995 0.1562 0.1086 0.3155 nm
Reactant gradient: 0.00033 hartree/bohr after 5 evaluations
Energy of rigid CH3 turn to eclipsed form: 0.1312 eV
Energy of rigid 20 degree AlH2 turn: -0.00160 eV
Product Ca-Cb and Al-H: 0.1315 0.1600 nm
Reactant Wiberg indices: 0.9214 1.0580 0.9642 0.0100 
Saddle Wiberg indices: 0.5624 1.4086 0.3023 0.5906 
Product Wiberg indices: 0.0000 2.1097 0.0000 0.9681 
Largest density-fitting error in saddle indices: 5.0e-05
Largest index-covariance mismatch: 7.8e-07
Progress dB: 0.3896 0.3334 0.6864 0.6060 
Mean progress: 0.5038
Progress spread, largest minus smallest: 0.3531
Absolute deviations from mean: 0.1143 0.1705 0.1826 0.1022 
Synchronicity Sy: 0.8116
Mayer HF/3-21G progress: 0.480 0.295 0.635 0.539 
  mean 0.487, Sy 0.863, most Cb-H, least Ca-Cb
NAO HF/3-21G progress: 0.369 0.374 0.637 0.605 
  mean 0.496, Sy 0.833, most Cb-H, least Al-Ca
Lowdin HF/6-31G(d) progress: 0.358 0.334 0.687 0.637 
  mean 0.504, Sy 0.791, most Cb-H, least Ca-Cb
Lowdin MP2/6-31G(d) progress: 0.365 0.338 0.695 0.630 
  mean 0.507, Sy 0.796, most Cb-H, least Ca-Cb
Eclipsed reactant HF/3-21G progress: 0.388 0.339 0.684 0.600 
  mean 0.503, Sy 0.815, most Cb-H, least Ca-Cb
HF/3-21G barrier: 1.942 eV
HF/3-21G reaction energy: 1.460 eV
HF/6-31G(d) barrier: 1.765 eV
MP2/6-31G(d) barrier: 1.593 eV = 153.7 kJ/mol
MP2/6-31G(d) reaction energy: 1.425 eV
Temperature: 500 K; Wigner factor: 1.33
MP2/6-31G(d) energy of 2 AlH3 -> Al2H6: -1.431 eV
```
